\section*{Weak-field Hall factor of n-type silicon with constant relaxation time}

\section*{Question}

I am trying to calculate the weak-field Hall factor $r$ of n-type silicon, defined by $R_H=-r/(ne)$. The exercise gives six ellipsoidal valleys with masses $0.98\,m_0$ and $0.19\,m_0$ and one isotropic relaxation time $\tau$ that does not depend on energy. The answer is supposed to be about 0.87, and I keep getting 1.

My argument is this. In one valley the drift equation gives a Hall coefficient that depends on the carrier density alone, since the masses and $\tau$ drop out. Six valleys with one sixth of the electrons each should then act as six identical Hall conductors in parallel, so the total is $-1/(ne)$. A factor different from 1 would need an energy-dependent $\tau$, which the exercise excludes. Where does this fail?

I also want to know what the number is good for. My sample is a Hall bar in a silicon film on an insulator at 300 K: $n=10^{16}\ \mathrm{cm^{-3}}$, drift mobility roughly $1200\ \mathrm{cm^2/Vs}$, thickness $10\ \mu$m, width $100\ \mu$m, current 0.1 mA, field 0.5 T. Should I correct my data with this factor?

\section*{Answer}

Your statement about one valley is right. The step to six valleys fails because the valleys share the electric field, not the direction of the current. The condition of zero transverse current holds for their sum, and each valley violates it.

\subsection*{One valley}

Take electron charge $-e$ and measure $\mathbf k$ from the valley minimum, so that $\hbar\mathbf k=M\mathbf v$ with a diagonal mass matrix $M$. The steady, uniform Boltzmann equation is
\begin{equation}
-\frac{e}{\hbar}(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_k f=-\frac{f-f_0}{\tau}.
\end{equation}
Integrating it over $\mathbf k$ makes the left side vanish, so the valley keeps its equilibrium density $n_v=n/6$. Now multiply by $\hbar\mathbf k$ and integrate. On the left, integrate by parts. The force has no divergence in $\mathbf k$, because $\nabla_k\cdot(\mathbf v\times\mathbf B)=\mathbf B\cdot(\nabla_k\times\mathbf v)=0$ for a velocity that is itself a gradient. The left side becomes $n_v e(\mathbf E+\langle\mathbf v\rangle\times\mathbf B)$. On the right, $f_0$ is even in $\mathbf k$ and drops out, which leaves $-n_vM\langle\mathbf v\rangle/\tau$. Hence
\begin{equation}
\frac{M\langle\mathbf v\rangle}{\tau}=-e\left(\mathbf E+\langle\mathbf v\rangle\times\mathbf B\right).
\label{drift}
\end{equation}
The shape of $f_0$ was not used beyond its evenness, so degeneracy does not matter while $\tau$ is constant.

Insert $\langle\mathbf v\rangle=-\mathbf J_v/(n_ve)$ and solve for the field:
\begin{equation}
\mathbf E=\frac{1}{n_ve}\left[\frac{M}{e\tau}\mathbf J_v+\mathbf J_v\times\mathbf B\right].
\end{equation}
Let $\mathbf B$ point along $z$, a cube axis, and define the valley mobilities $\mu_i=e\tau/m_i$. Since $(\mathbf J\times\mathbf B)_x=J_yB$ and $(\mathbf J\times\mathbf B)_y=-J_xB$,
\begin{equation}
\begin{pmatrix}E_x\\E_y\end{pmatrix}=\frac{1}{n_ve}
\begin{pmatrix}1/\mu_x&B\\-B&1/\mu_y\end{pmatrix}
\begin{pmatrix}J_x\\J_y\end{pmatrix}_v .
\end{equation}
With $J_y=0$ in this valley, $E_y=-BJ_x/(n_ve)$. That is your result.

\subsection*{Six valleys}

All valleys feel the same $\mathbf E$, and their currents add. So the matrix must be inverted valley by valley before the sum is taken:
\begin{equation}
\mathbf J_v=\frac{n_ve}{1+\mu_x\mu_yB^2}
\begin{pmatrix}\mu_x&-\mu_x\mu_yB\\ \mu_x\mu_yB&\mu_y\end{pmatrix}\mathbf E .
\label{inverse}
\end{equation}
For $\mu B\ll1$ the denominator is 1 to first order in $B$. Let $\langle\cdot\rangle$ now denote the average over the six equally filled valleys. Then
\begin{equation}
\sigma_{xx}=ne\langle\mu_x\rangle,\qquad \sigma_{yy}=ne\langle\mu_y\rangle,\qquad
\sigma_{xy}=-\sigma_{yx}=-neB\langle\mu_x\mu_y\rangle .
\end{equation}
The total transverse current vanishes when $\sigma_{yx}E_x+\sigma_{yy}E_y=0$. To this order $J_x=\sigma_{xx}E_x$, so
\begin{equation}
R_H=\frac{E_y}{J_xB}=-\frac{\sigma_{yx}}{\sigma_{xx}\sigma_{yy}B}
=-\frac{1}{ne}\,\frac{\langle\mu_x\mu_y\rangle}{\langle\mu_x\rangle\langle\mu_y\rangle}.
\end{equation}
The Hall factor is therefore
\begin{equation}
r=\frac{\langle\mu_x\mu_y\rangle}{\langle\mu_x\rangle\langle\mu_y\rangle}.
\label{rmu}
\end{equation}
For a single valley the averages are trivial and $r=1$. For several valleys the average of a product is in general not the product of the averages.

Write $\mu_l=e\tau/m_l$ and $\mu_t=e\tau/m_t$. The three pairs of valleys contribute as follows:
\begin{center}
\begin{tabular}{lccc}
long axis & $\mu_x$ & $\mu_y$ & $\mu_x\mu_y$\\
$x$ & $\mu_l$ & $\mu_t$ & $\mu_l\mu_t$\\
$y$ & $\mu_t$ & $\mu_l$ & $\mu_l\mu_t$\\
$z$ & $\mu_t$ & $\mu_t$ & $\mu_t^2$
\end{tabular}
\end{center}
With $K=m_l/m_t$, so that $\mu_l=\mu_t/K$, the averages are
\begin{align}
\langle\mu_x\rangle=\langle\mu_y\rangle&=\frac{\mu_l+2\mu_t}{3}=\mu_t\,\frac{2K+1}{3K},\\
\langle\mu_x\mu_y\rangle&=\frac{2\mu_l\mu_t+\mu_t^2}{3}=\mu_t^2\,\frac{K+2}{3K}.
\end{align}
Dividing,
\begin{equation}
r=\frac{K+2}{3K}\,\frac{9K^2}{(2K+1)^2}=\frac{3K(K+2)}{(2K+1)^2}.
\label{result}
\end{equation}
For your masses $K=0.98/0.19=5.158$, and
\begin{equation}
r=\frac{3\times5.158\times7.158}{(11.316)^2}=0.865 .
\end{equation}
More digits give 0.86499, which is 0.86 to two places. The quoted ``about 0.87'' differs from this by 0.6\%. A longitudinal mass of $0.916\,m_0$ in place of $0.98\,m_0$ would give 0.871.

The direction of $\mathbf B$ does not matter in weak field. For a general direction, the first-order conductivity of a valley is $-n_ve\,\mu_i\mu_j\,\epsilon_{ijk}B_k$. Cubic symmetry makes $\langle\mu_i\mu_j\rangle$ the same for every pair $i\neq j$, so the sum has the same form for any orientation.

As an independent test, the Boltzmann equation was solved numerically by following electron orbits in $\mathbf k$-space, without the moment equation (\ref{drift}). With your masses, constant $\tau$ and $eB\tau/m_t\approx10^{-4}$, it gives 0.86499 for $\mathbf B$ along $[001]$, $[111]$ and $[123]$. It gives the same value for $\mathbf B$ along $[001]$ when the Fermi level lies $5k_BT$ inside the band.

\subsection*{Why the factor is below 1}

Equation (\ref{rmu}) says that $r-1$ is the covariance of $\mu_x$ and $\mu_y$ over the valleys, divided by $\langle\mu_x\rangle\langle\mu_y\rangle$. In silicon a valley that is slow along $x$ is fast along $y$, so the covariance is negative. In terms of $K$, use
\begin{equation}
(2K+1)^2-3K(K+2)=K^2-2K+1=(K-1)^2,
\end{equation}
which gives
\begin{equation}
r=1-\left(\frac{K-1}{2K+1}\right)^2 .
\end{equation}
Thus $r\le1$ for every $K$ in this model, with equality for spherical valleys.

The two extreme shapes behave differently. For $K\to\infty$ the long axis carries no current. Then $\langle\mu_x\rangle=2\mu_t/3$ and $\langle\mu_x\mu_y\rangle=\mu_t^2/3$, so $r\to3/4$. For $K\to0$ the electrons move almost freely along the valley axis and hardly at all across it. A magnetic field deflects such carriers poorly, and (\ref{result}) gives $r\to6K\to0$. At $K=0.2$ the value is already 0.673, below the limit for long ellipsoids.

The result also needs equal valley populations. Suppose that strain or confinement leaves the $z$ pair alone occupied, with $\mathbf B$ still along $z$. Then $\mu_x=\mu_y=\mu_t$ for every electron, the covariance vanishes, and $r=1$ within the same model.

\subsection*{Your Hall bar}

The mean mobility fixes $\tau$. The conductivity mass is $m_c=3/(2/m_t+1/m_l)=0.2598\,m_0$, so $\tau=\mu m_c/e=0.177$ ps. The valley mobilities are $\mu_l=318$ and $\mu_t=1641\ \mathrm{cm^2/Vs}$, and their average $(318+2\times1641)/3$ returns $1200\ \mathrm{cm^2/Vs}$.

These numbers show what happens inside a bar that runs along a cube axis, taken as $x$. (In a bar along $[110]$ the $x$ and $y$ valleys carry opposite transverse currents even without a magnetic field, but $r$ is the same.) The Hall field is $E_y=-\mu_HBE_x$, with the Hall mobility $\mu_H=r\mu=1038\ \mathrm{cm^2/Vs}$. The transverse current of one valley then follows from (\ref{inverse}):
\begin{equation}
J_{y,v}=n_ve\left(\mu_yE_y+\mu_x\mu_yBE_x\right)=n_ve\,BE_x\,\mu_y(\mu_x-\mu_H).
\end{equation}
In the $x$ valleys the bracket is $318-1038=-720$. In the $y$ and $z$ valleys it is $1641-1038=+603$, in $\mathrm{cm^2/Vs}$. So the Hall field is too strong for the first pair and too weak for the other two, and all of them carry transverse current. Weighted with $\mu_y$, the sum is
\begin{equation}
1641\times(-720)+318\times603+1641\times603\approx0,
\end{equation}
up to the rounding of the inputs. The Hall mobility is thus the average of $\mu_x$ weighted with $\mu_y$. This weighting favours the valleys that respond well to the Hall field, and among them are the ones that are slow along the bar.

For thickness $d$, the magnitude of the Hall voltage is
\begin{equation}
V_H=\frac{rIB}{ned}=
\frac{0.865\times10^{-4}\,\mathrm A\times0.5\,\mathrm T}
{10^{22}\,\mathrm{m^{-3}}\times1.602\times10^{-19}\,\mathrm C\times10^{-5}\,\mathrm m}
=2.70\ \mathrm{mV}.
\end{equation}
If this model described your film and you evaluated the voltage with $r=1$, you would report $n/r=1.156\times10^{16}\ \mathrm{cm^{-3}}$, which is 15.6\% above the true density. You would also report the mobility $1038\ \mathrm{cm^2/Vs}$, which is 13.5\% below the drift mobility. The product of the two, and so the conductivity, stays correct.

\subsection*{Is 0.5 T a weak field?}

Here $\mu B=0.06$, and the corrections start at order $(\mu B)^2$. With the full conductivity tensor and constant $\tau$, $r$ at 0.5 T is 0.86468 for $\mathbf B$ along $[001]$ and 0.86535 along $[111]$. The shifts are below 0.1\% and have opposite signs, so at this field $r$ already depends slightly on the direction of $\mathbf B$. A relaxation time that depends on energy can make the shifts larger; for purely acoustic scattering at the same mobility they are about $-0.6\%$ along $[001]$ and $-0.3\%$ along $[111]$.

In the opposite limit, $\mu B\gg1$, equation (\ref{inverse}) gives $\sigma_{xy}\to-ne/B$ for every set of mobilities, while $\sigma_{xx}$ falls as $1/B^2$. Inverting the total tensor for $\mathbf B$ along $z$,
\begin{equation}
R_H=\frac{1}{B}\,\frac{\sigma_{xy}}{\sigma_{xx}^2+\sigma_{xy}^2}\to\frac{1}{B\sigma_{xy}}=-\frac{1}{ne},
\end{equation}
so $r\to1$. Your intuition about parallel valleys is correct there, because with $\mathbf B$ along $z$ and $\mathbf E$ perpendicular to it, every valley drifts with the same velocity $\mathbf E\times\mathbf B/B^2$. Along $[001]$ the factor first drops slightly and must later rise to 1, so it is not monotonic in $B$. This limit is classical and ignores Landau quantization.

\subsection*{Energy-dependent scattering}

An assumption that matters for your data is the constant $\tau$. Let $\tau$ depend on the energy $\varepsilon$ and keep terms linear in $\mathbf E$. Writing $f=f_0+\delta f$, the Boltzmann equation becomes
\begin{equation}
-\frac e\hbar(\mathbf v\times\mathbf B)\cdot\nabla_k\,\delta f+\frac{\delta f}{\tau(\varepsilon)}
=e\,\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}.
\end{equation}
Try $\delta f=(-\partial f_0/\partial\varepsilon)\,\hbar\mathbf k\cdot\mathbf Q(\varepsilon)$. The magnetic term does not act on functions of $\varepsilon$, because $\nabla_k\varepsilon=\hbar\mathbf v$ is perpendicular to $\mathbf v\times\mathbf B$. What remains must hold for every $\mathbf v$, and it reads
\begin{equation}
\frac{M\mathbf Q}{\tau(\varepsilon)}=-e(\mathbf E+\mathbf Q\times\mathbf B).
\end{equation}
This is (\ref{drift}) again, now with its own drift velocity $\mathbf Q$ at each energy. In the current $-e\int\mathbf v\,\delta f$, the angular average of $v_i\hbar k_j$ is $\tfrac23\varepsilon\,\delta_{ij}$. With a density of states proportional to $\varepsilon^{1/2}$ and Boltzmann statistics, each energy enters with weight $x^{3/2}e^{-x}$, where $x=\varepsilon/k_BT$. Since $\sigma_{xx}$ is linear in $\tau$ and $\sigma_{xy}$ quadratic,
\begin{equation}
r=\frac{3K(K+2)}{(2K+1)^2}\;\frac{\overline{\tau^2}}{\overline{\tau}^{\,2}},\qquad
\overline{\tau^{q}}=\frac{\int_0^\infty\tau^q x^{3/2}e^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx}.
\end{equation}
The second factor is at least 1, so it works against the mass anisotropy.

For acoustic phonons, $\tau\propto x^{-1/2}$ gives
\begin{equation}
\frac{\overline{\tau^2}}{\overline{\tau}^{\,2}}=\frac{\Gamma(3/2)\,\Gamma(5/2)}{\Gamma(2)^2}=\frac{3\pi}{8}=1.178,
\end{equation}
and $r=1.02$. The two effects nearly cancel. For ionized impurities with $\tau\propto x^{3/2}$ the factor is 1.93 and $r=1.67$.

A mixture of the two laws does not simply fall between them. As an illustration, take $1/\tau\propto x^{1/2}+c\,x^{-3/2}$, and choose $c$ so that impurities lower the mobility from a rough phonon-limited $1400$ to $1200\ \mathrm{cm^2/Vs}$. This needs $c=0.189$, and the factor is 1.048, so $r=0.91$. This is not an estimate for your film, because the law leaves out phonon scattering between valleys. The mixture lies below both pure cases. The reason is the shape of $\tau\propto x^{3/2}/(x^2+c)$: impurities remove the long lifetimes of slow electrons, phonons those of fast ones, and $\tau$ varies less over the thermal range than under either law alone.

\subsection*{Should you correct with 0.865?}

No, because real silicon does not have a constant $\tau$. The mixed law above moves $r$ from 0.865 to 0.91, and the purely acoustic law moves it to 1.02, which are increases of 5\% and 18\%. They are themselves simplified, since phonon scattering between valleys also matters at room temperature and can raise $r$ noticeably. The value 0.91 is therefore not a reliable correction either. I would treat 0.865 as the contribution of the mass anisotropy, and not as a calibration factor. For an accurate density, you need a Hall factor established for your doping and temperature. A measurement at $\mu B\gg1$ would also serve in principle, but with your mobility even $\mu B=1$ takes about 8 T, and there the constant-$\tau$ value for $\mathbf B$ along $[001]$ is 0.844, near its minimum. At 40 T it is still only 0.96, and the largest Landau spacing has then reached about $k_BT$, so the classical limit is no longer safe.

Other omissions can be estimated for your numbers:
\begin{itemize}
\item \textbf{Anisotropic $\tau$.} The derivation uses $m_i$ and $\tau$ through $\mu_i$ alone, so $K$ is replaced by $\mu_t/\mu_l=K\tau_t/\tau_l$. For $\tau_l/\tau_t=2/3$ this gives $r=0.833$, and for $3/2$ it gives 0.904. These ratios are trial values.
\item \textbf{Surface depletion.} A band bending of roughly 0.5 eV empties 0.25 $\mu$m under a face, or 2.5\% of your thickness. This leaves $r$ alone but lowers the apparent density by that amount per depleted face. In a 1 $\mu$m film with the same doping and bending, the loss would be a quarter of the thickness per face.
\item \textbf{Non-parabolic bands.} With a rough parameter of 0.5 per eV and constant $\tau$, $r$ rises by only 0.14\%. In real silicon the effect can be larger, because the band shape also changes the density of states and with it the phonon scattering rate. For acoustic phonons this raises $r$ by several percent.
\item \textbf{Degeneracy, quantization, heating.} The density is $3.5\times10^{-4}$ of the effective density of states, the largest Landau spacing is $0.012\,k_BT$, and the drift speed in the field of 5.2 V/cm is $2.7\times10^{-4}$ of the thermal speed. The classical, linear treatment is adequate here.
\end{itemize}

Most of these values are listed with more digits in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
longitudinal mass m_l = 0.98 m0, transverse m_t = 0.19 m0
mass ratio K = 5.1579
Hall factor r, formula = 0.86499
Hall factor r, Boltzmann, B along (0, 0, 1) = 0.86499
Hall factor r, Boltzmann, B along (1, 1, 1) = 0.86499
Hall factor r, Boltzmann, B along (1, 2, 3) = 0.86499
Hall factor r, Boltzmann, Fermi level 5 kT in band = 0.86499
Hall factor, oblate valleys K = 0.2, Boltzmann = 0.67347
relative covariance of valley mobilities = -0.13501
conductivity mass = 0.2598 m0
temperature = 300 K, kT = 25.85 meV
electron density n = 1.00e+16 cm^-3
drift mobility (rough input) = 1200 cm2/Vs
film thickness = 10 um, width = 100 um
current = 0.10 mA, magnetic field = 0.50 T
relaxation time = 0.1773 ps
valley mobility along long axis = 318.1 cm2/Vs
valley mobility across long axis = 1640.9 cm2/Vs
mobility times field = 0.0600
Hall coefficient = -539.9 cm3/C
Hall voltage, weak-field formula = 2.6994 mV
Hall voltage, full tensor at this field = 2.6985 mV
density reported if r is set to 1 = 1.1561e+16 cm^-3
Hall mobility = 1038.0 cm2/Vs
r at this field, B along (0, 0, 1) = 0.86468
r at this field, B along (1, 1, 1) = 0.86535
phonon-limited mobility (rough input) = 1400 cm2/Vs
impurity strength c in the mixed rate = 0.1894
acoustic scattering: tau factor = 1.1781, total r = 1.0190
impurity scattering: tau factor = 1.9328, total r = 1.6719
mixed scattering: tau factor = 1.0476, total r = 0.9061
r for tau_l/tau_t = 0.667: 0.8328
r for tau_l/tau_t = 1.500: 0.9042
non-parabolicity (rough input) = 0.50 1/eV
non-parabolic factor on r = 1.00140
effective density of states = 2.832e+19 cm^-3
density over effective density of states = 3.53e-04
largest Landau spacing over kT = 0.0118
electric field along bar = 5.207 V/cm
drift speed over thermal speed = 2.73e-04
relative permittivity = 11.7, band bending (rough) = 0.50 eV
surface depletion depth = 0.254 um
thickness lost per depleted face = 2.54 %
\end{verbatim}
